# Why a Landau Fan Intercept Does Not Prove a Pi Berry Phase: a program that tests the result

```python
"""
Result under test: the Landau fan intercept of a gapped cone is not its Berry phase.
  H = v sigma.Pi + gap sigma_z + c Pi^2 + (g/4) B sigma_z     (atomic units)
Level n crosses a fixed Fermi energy when n = F/B + n0 + O(B), with
  n0 = gap (c - g/4) / (v^2 + 2 c eps),  eps = sqrt(v^2 k^2 + gap^2),  F = k^2/2.
v: cone velocity; gap: half the band gap; c: curvature 1/(2m); g: spin g factor;
B: field = 1/(magnetic length)^2; k: zero-field Fermi radius; Pi = p + A.
The Berry phase on the counterclockwise orbit is -pi (1 - gap/eps).
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq

HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
TESLA = const.physical_constants["atomic unit of mag. flux density"][0]

SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)

V_EVA, FERMI_EV, GAP_EV, CURV_EVA2 = 3.0, 0.2, 0.1, 10.0
v = V_EVA / (HARTREE * BOHR)
fermi = FERMI_EV / HARTREE
gap0 = GAP_EV / HARTREE
curv0 = CURV_EVA2 / (HARTREE * BOHR**2)


def level(n, B, gap, c, g, branch=1):
    """Landau levels from the two-by-two blocks."""
    return 2*c*B*n + branch*np.sqrt(2*n*B*v**2 + (gap + (g/4 - c)*B)**2)


def frequency(energy, gap, c):
    """F = k^2/2 of the inner zero-field contour, found as a root."""
    def band(x):
        return 2*c*x + np.sqrt(2*v**2*x + gap**2) - energy
    return brentq(band, 0, energy**2/v**2, xtol=1e-20, rtol=1e-14)


def crossing(n, energy, gap, c, g):
    guess = frequency(energy, gap, c) / n
    return brentq(lambda B: level(n, B, gap, c, g) - energy,
                  0.5*guess, 2*guess, xtol=1e-22, rtol=1e-14)


def straight_fan(energy, gap, c, g):
    """Slope and intercept of a straight line through levels 8 to 20."""
    n = np.arange(8, 21)
    inverse_field = [1/crossing(int(i), energy, gap, c, g) for i in n]
    return np.polyfit(inverse_field, n, 1)


def limit_intercept(energy, gap, c, g):
    """Numerical zero-field limit of n - F/B, linear term in B removed."""
    F = frequency(energy, gap, c)
    f1, f2 = [n - F/crossing(n, energy, gap, c, g) for n in (200, 400)]
    return 2*f2 - f1


def intercept_formula(energy, gap, c, g):
    eps = np.sqrt(2*v**2*frequency(energy, gap, c) + gap**2)
    return gap*(c - g/4) / (v**2 + 2*c*eps)


def wrap(x):
    return x - np.round(x)


def berry_phase(k, gap):
    """Counterclockwise product of overlaps of upper-band spinors."""
    states = []
    for angle in np.linspace(0, 2*np.pi, 1000, endpoint=False):
        h = v*k*(np.cos(angle)*SX + np.sin(angle)*SY) + gap*SZ
        states.append(np.linalg.eigh(h)[1][:, 1])
    product = 1.0 + 0j
    for a, b in zip(states, states[1:] + states[:1]):
        product *= np.vdot(a, b)
    return -np.angle(product)


def orbit_parts(energy, gap, c, g):
    """Berry, orbital-moment and spin parts of n0 from their definitions."""
    k = np.sqrt(2*frequency(energy, gap, c))
    e, u = np.linalg.eigh(v*k*SX + gap*SZ)
    low, up = u[:, 0], u[:, 1]
    X = -np.vdot(up, v*SX @ low)*np.vdot(low, v*SY @ up)/(e[1] - e[0])
    orbital_energy = -X.imag
    spin_energy = g/4*np.vdot(up, SZ @ up).real
    d = 1e-4*energy
    mass = (frequency(energy + d, gap, c) - frequency(energy - d, gap, c))/(2*d)
    phase = berry_phase(k, gap)
    return phase, mass, -mass*orbital_energy, -mass*spin_energy


# Landau levels against diagonalization of H on a real-space sinc grid
def grid_levels(B, gap, c, g, points=141):
    h = 0.15/np.sqrt(B)
    i = np.arange(points)
    x = (i - points//2)*h
    diff = i[:, None] - i[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = 1.0 - 2.0*(np.abs(diff) % 2)
    p = -1j*np.where(diff == 0, 0, sign/(h*safe))
    p2 = np.where(diff == 0, np.pi**2/(3*h**2), 2*sign/(h*safe)**2)
    y = np.diag(B*x)
    H = (v*np.kron(SX, p) + v*np.kron(SY, y) + c*np.kron(np.eye(2), p2 + y @ y)
         + (gap + g*B/4)*np.kron(SZ, np.eye(points)))
    return np.linalg.eigvalsh(H)


B_test = frequency(fermi, gap0, 0.0)/8
worst = 0.0
for c, g in ((0.0, 0.0), (curv0, 10.0), (0.0, 10.0)):
    numeric = grid_levels(B_test, gap0, c, g)
    wanted = [c*B_test - gap0 - g*B_test/4]
    wanted += [level(n, B_test, gap0, c, g, s) for n in range(1, 13) for s in (1, -1)]
    worst = max(worst, max(np.min(np.abs(numeric - w)) for w in wanted))
assert worst < 1e-9

print(f"velocity {V_EVA:.1f} eV A; Fermi energy {FERMI_EV:.2f} eV")
print(f"largest Landau level error, grid against formula: {worst*HARTREE:.1e} eV")
F0 = frequency(fermi, gap0, 0.0)
print(f"pure cone, gap parameter {GAP_EV:.2f} eV: k = {np.sqrt(2*F0)/BOHR:.5f} 1/A")
print(f"  F = {F0/BOHR**2:.6f} 1/A^2 = {F0*TESLA:.1f} T")
print(f"  magnetic length at level 8: {BOHR/np.sqrt(F0/8):.1f} A,"
      f" at level 20: {BOHR/np.sqrt(F0/20):.1f} A")

# Fan intercepts and Berry phases
g_half = 2*v**2/gap0
cases = [(0.0, 0.0, 0.0), (0.1, 0.0, 0.0), (0.18, 0.0, 0.0),
         (0.1, 10.0, 0.0), (0.1, 0.0, 10.0), (0.1, 10.0, 10.0),
         (0.1, 0.0, g_half), (0.0, 10.0, 10.0)]
print("Fans; gap parameter in eV, curvature in eV A^2, phases in units of pi")
print("  gap  curv    g     n0 limit  n0 line  |Berry|  |read from n0|")
for gap_ev, curv_ev, g in cases:
    gap, c = gap_ev/HARTREE, curv_ev/(HARTREE*BOHR**2)
    formula = intercept_formula(fermi, gap, c, g)
    numeric = limit_intercept(fermi, gap, c, g)
    assert abs(numeric - formula) < 1e-5
    phase, mass, orbital, spin = orbit_parts(fermi, gap, c, g)
    assert abs(wrap(phase/(2*np.pi) - 0.5 + orbital + spin - numeric)) < 1e-4
    eps = np.sqrt(2*v**2*frequency(fermi, gap, c) + gap**2)
    assert abs(wrap((phase + np.pi*(1 - gap/eps))/(2*np.pi))) < 1e-5
    assert abs(mass - eps/(v**2 + 2*c*eps)) < 1e-6
    assert abs(orbital + mass*v**2*gap/(2*eps**2)) < 1e-6
    line = straight_fan(fermi, gap, c, g)[1]
    if c == 0 and g == 0:
        assert abs(line) < 1e-8
    read = 2*abs(wrap(numeric + 0.5))
    print(f"  {gap_ev:.2f} {curv_ev:5.1f} {g:6.2f}  {numeric+0.0:8.4f} {line:8.4f}"
          f"  {abs(phase)/np.pi:7.4f}  {read:7.4f}")

for label, c, g in (("pure cone", 0.0, 0.0), ("curvature and g = 10", curv0, 10.0)):
    phase, mass, orbital, spin = orbit_parts(fermi, gap0, c, g)
    print(f"Parts of n0, gap parameter {GAP_EV:.2f} eV, {label}:")
    print(f"  Berry with turning points (mod 1) {wrap(phase/(2*np.pi) - 0.5):.4f},"
          f" orbital {orbital:.4f}, spin {spin:.4f}")
    print(f"  cyclotron mass {mass:.4f} electron masses")

# Bending of the massless fan
n_bend = 50
B = crossing(n_bend, fermi, 0.0, curv0, 10.0)
F = frequency(fermi, 0.0, curv0)
eps = v*np.sqrt(2*F)
bend = n_bend - F/B
bend_formula = -(10.0/4 - curv0)**2*B/(2*(v**2 + 2*curv0*eps))
assert abs(bend/bend_formula - 1) < 0.01
print(f"Massless cone, curvature and g = 10, level 50: n - F/B = {bend:.2e},"
      f" formula {bend_formula:.2e}")


# Extrema of the broadened density of states
WIDTH_EV = 0.003


def density_intercepts(gaps, g):
    F = frequency(fermi, abs(gaps[0]), 0.0)
    t = np.linspace(7.7, 20.3, 6000)/F
    B = 1/t[:, None]
    width = WIDTH_EV/HARTREE
    dos = np.zeros(len(t))
    for gap in gaps:
        n = np.arange(0 if gap < 0 else 1, 300)[None, :]
        distance = fermi - level(n, B, gap, 0.0, g)
        dos += np.sum(B*width/(distance**2 + width**2), axis=1)
    results = []
    for curve in (dos, -dos):
        peak = np.where((curve[1:-1] > curve[:-2]) & (curve[1:-1] > curve[2:]))[0] + 1
        assert 11 <= len(peak) <= 14
        value = np.polyfit(t[peak], np.arange(len(peak)), 1)[1]
        results.append((value + 0.25) % 1 - 0.25)
    return results


maxima, minima = density_intercepts([gap0], 0.0)
assert abs(maxima) < 0.03 and abs(minima - 0.5) < 0.03
print(f"Broadened levels, half width {WIDTH_EV:.3f} eV; intercepts modulo 1")
print(f"  one pure gapped cone: maxima {maxima:.3f}, minima {minima:.3f}")
for g, locked in ((4.0, 0.0), (16.0, 0.5)):
    single = limit_intercept(fermi, gap0, 0.0, g)
    opposite = limit_intercept(fermi, -gap0, 0.0, g)
    assert abs(single + opposite) < 1e-5
    factor = np.cos(2*np.pi*single)
    pair = density_intercepts([gap0, -gap0], g)[0]
    assert abs(pair - locked) < 0.04 and (factor < 0) == (locked == 0.5)
    print(f"  opposite-mass pair, g = {g:.0f}: single n0 {single:.4f} and"
          f" {opposite:.4f}")
    print(f"    cosine factor {factor:.3f}, intercept of joint maxima {pair:.3f}")

# Gap of the pure cone from frequencies and level spacings
data = []
for energy_ev in (0.2, 0.3):
    energy = energy_ev/HARTREE
    slope = straight_fan(energy, gap0, 0.0, 0.0)[0]
    B = crossing(200, energy, gap0, 0.0, 0.0)
    spacing = (level(201, B, gap0, 0.0, 0.0) - level(199, B, gap0, 0.0, 0.0))/2
    data.append((slope, B/spacing))
    print(f"Pure cone at {energy_ev:.1f} eV: F = {slope/BOHR**2:.6f} 1/A^2,"
          f" cyclotron mass {B/spacing:.5f} electron masses")
(F1, m1), (F2, m2) = data
v_squared = 2*(F2 - F1)/(m2**2 - m1**2)
gap_found = np.sqrt(v_squared**2*m1**2 - 2*v_squared*F1)
phase_found = 1 - gap_found/(v_squared*m1)
assert abs(gap_found/gap0 - 1) < 1e-3
assert abs(np.sqrt(v_squared)/v - 1) < 1e-3
assert abs(phase_found - abs(berry_phase(np.sqrt(2*F1), gap0))/np.pi) < 1e-3
print(f"  recovered velocity {np.sqrt(v_squared)*HARTREE*BOHR:.4f} eV A,"
      f" gap parameter {gap_found*HARTREE:.4f} eV")
print(f"  recovered |Berry phase| at 0.2 eV: {phase_found:.4f} pi")
print("success")
```

Running it gives:

```
velocity 3.0 eV A; Fermi energy 0.20 eV
largest Landau level error, grid against formula: 1.1e-15 eV
pure cone, gap parameter 0.10 eV: k = 0.05774 1/A
  F = 0.001667 1/A^2 = 109.7 T
  magnetic length at level 8: 69.3 A, at level 20: 109.5 A
Fans; gap parameter in eV, curvature in eV A^2, phases in units of pi
  gap  curv    g     n0 limit  n0 line  |Berry|  |read from n0|
  0.00   0.0   0.00    0.0000   0.0000   1.0000   1.0000
  0.10   0.0   0.00    0.0000   0.0000   0.5000   1.0000
  0.18   0.0   0.00   -0.0000   0.0000   0.1000   1.0000
  0.10  10.0   0.00    0.0798   0.0791   0.4334   0.8404
  0.10   0.0  10.00   -0.2117  -0.2169   0.5000   0.5767
  0.10  10.0  10.00   -0.0722  -0.0728   0.4334   0.8555
  0.10   0.0  23.62   -0.5000  -0.5286   0.5000   0.0000
  0.00  10.0  10.00   -0.0000  -0.0008   1.0000   1.0000
Parts of n0, gap parameter 0.10 eV, pure cone:
  Berry with turning points (mod 1) 0.2500, orbital -0.2500, spin -0.0000
  cyclotron mass 0.1693 electron masses
Parts of n0, gap parameter 0.10 eV, curvature and g = 10:
  Berry with turning points (mod 1) 0.2833, orbital -0.2035, spin -0.1520
  cyclotron mass 0.1073 electron masses
Massless cone, curvature and g = 10, level 50: n - F/B = -1.04e-04, formula -1.04e-04
Broadened levels, half width 0.003 eV; intercepts modulo 1
  one pure gapped cone: maxima 0.006, minima 0.513
  opposite-mass pair, g = 4: single n0 -0.0847 and 0.0847
    cosine factor 0.862, intercept of joint maxima 0.006
  opposite-mass pair, g = 16: single n0 -0.3387 and 0.3387
    cosine factor -0.529, intercept of joint maxima 0.505
Pure cone at 0.2 eV: F = 0.001667 1/A^2, cyclotron mass 0.16933 electron masses
Pure cone at 0.3 eV: F = 0.004444 1/A^2, cyclotron mass 0.25400 electron masses
  recovered velocity 3.0000 eV A, gap parameter 0.1000 eV
  recovered |Berry phase| at 0.2 eV: 0.5000 pi
success
```
